PAW exact exchange for helium with a single exponential orbital

Exact exchange of helium in three PAW pieces

The 1s orbital of helium has a cusp at the nucleus, and its square, which is what the exact-exchange integral needs, is sharply peaked there. A plane-wave basis represents such a function badly. The projector augmented-wave (PAW) method therefore replaces the orbital inside a sphere of radius r_c by a smooth one, adds a compensation charge that restores the charge lost inside the sphere, evaluates the exchange integral for this smooth density over all space, and repairs the error with two integrals confined to the sphere. The Coulomb interaction has long range, so it is not obvious that a repair made inside the sphere can be complete. For helium with one exponential orbital every piece can be found in closed form.

The problem

Hartree atomic units are used, with 1 Ha = 27.211386 eV and 1 bohr = 0.529177 Å. Both electrons, one of each spin, occupy

φ(r) = √(ζ³/π) e^(−ζr).

For two densities define (f|h) = ∬ f(r) h(r′)/|r − r′| d³r d³r′, which is linear in each argument and symmetric. Write t = ζr, x = ζr_c, s = r/r_c. Let φ̃ equal φ for r ≥ r_c and be an even polynomial of degree four inside, with value, slope and curvature matched at r_c. Let n = φ², ñ = φ̃², and let n¹ and ñ¹ be n and ñ set to zero for r > r_c. Let n̂ = Q g(r) with g ∝ (1 − s²)³ inside the sphere, zero outside, of unit charge, and Q the charge that ñ lacks. Show that for every r_c

E_x = −(ñ+n̂|ñ+n̂) − (n¹|n¹) + (ñ¹+n̂|ñ¹+n̂) = −5ζ/8,

and evaluate each term for ζ = 27/16 bohr⁻¹, r_c = 1.1 bohr.

One assumption is built in. PAW writes φ = φ̃ + Σ_i (φ_i − φ̃_i)⟨p_i|φ̃⟩ with partial waves φ_i, φ̃_i and projectors obeying ⟨p_i|φ̃_j⟩ = δ_ij. Here the only pair is (φ, φ̃) itself, so its coefficient is ⟨p|φ̃⟩ = 1 and the expansion in the sphere is exact. The cut at r_c also matters: uncut, ñ¹ would equal ñ, the first and third terms would cancel, and there would be nothing to show.

Hints

1. Exchange couples equal spins only. Count the terms before integrating.
2. For a spherical density, express (f|f) through the charge q(r) enclosed by radius r.
3. Consider Δ = n − ñ − n̂. Find where it lives, its total charge, and its potential outside the sphere.
4. Outside the sphere, ñ + n̂ encloses the same charge as n.

Solution

Step 1, the exchange energy. For a single determinant

E_x = −½ Σ_σ Σ_(i,j of spin σ) (φ_i* φ_j | φ_j* φ_i).

Each spin has one real orbital, so there are two equal terms and E_x = −½ · 2 · (n|n) = −(n|n), where n holds one electron. The total density 2n does not enter, because exchange couples equal spins only. As a check, the Hartree energy is ½(2n|2n) = 2(n|n), and adding E_x leaves (n|n), the repulsion of one pair: exchange here only removes the self-interaction.

Step 2, spherical densities. With μ the cosine of the angle between r and u, the kernel averaged over directions is

½ ∫₋₁¹ dμ (r² + u² − 2ruμ)^(−1/2) = ½ [−(r² + u² − 2ruμ)^(1/2)/(ru)]₋₁¹ = [(r + u) − |r − u|]/(2ru) = 1/max(r, u).

Let q(r) = ∫₀^r 4πu² f(u) du, so q′ = 4πr² f. The potential of f is then

v(r) = q(r)/r + ∫_r^∞ q′(u)/u du.  (1)

In (f|f) = ∬ q′(r) q′(u)/max(r, u) dr du the regions u < r and u > r contribute equally by symmetry, and in the first the u integral gives q(r):

(f|f) = ∫₀^∞ 2 q q′/r dr.  (2)

Since 2qq′ = (q²)′, integration by parts gives for any interval

∫_a^b 2qq′/r dr = [q²/r]_a^b + ∫_a^b q²/r² dr.  (3)

At a = 0 the boundary term vanishes because q ∝ r³.

Step 3, the reference value. For n, q′ dr = 4ζ³r² e^(−2ζr) dr = 4t² e^(−2t) dt, and

q = 1 − e^(−2t)(1 + 2t + 2t²),

because this vanishes at t = 0 and its t derivative is e^(−2t)[(2 + 4t + 4t²) − (2 + 4t)] = 4t² e^(−2t). With 1/r = ζ/t,

2qq′/r dr = 8ζ [t e^(−2t) − e^(−4t)(t + 2t² + 2t³)] dt.  (4)

Using ∫₀^∞ t^m e^(−at) dt = m!/a^(m+1),

(n|n) = 8ζ [1/4 − (1/16 + 4/64 + 12/256)] = 8ζ (64 − 44)/256 = 5ζ/8.

Step 4, the pseudo-orbital. Inside, φ = √(ζ³/π) e^(−x) e^(x(1−s)), and the last factor has value 1, slope −x and second derivative x² at s = 1. Put φ̃ = √(ζ³/π) e^(−x)(a₀ + a₁s² + a₂s⁴). Matching gives

a₀ + a₁ + a₂ = 1,  2a₁ + 4a₂ = −x,  2a₁ + 12a₂ = x².

The third minus the second gives 8a₂ = x² + x. The second then gives a₁ = −x/2 − 2a₂, and the first a₀ = 1 − a₁ − a₂:

a₂ = (x + x²)/8,  a₁ = −(3x + x²)/4,  a₀ = 1 + (5x + x²)/8.

Squaring, ñ = (ζ³/π) e^(−2x) Σ_j b_j s^(2j), j = 0…4, with

b₀ = a₀², b₁ = 2a₀a₁, b₂ = a₁² + 2a₀a₂, b₃ = 2a₁a₂, b₄ = a₂².

Because 4πr² dr = 4πr_c³ s² ds and 4πr_c³ ζ³/π = 4x³, the charge of ñ within s is 4x³ e^(−2x) Σ_j b_j s^(2j+3)/(2j+3). Its value at s = 1 is called q_ps.

Step 5, the compensation charge. Expanding (1 − s²)³ = 1 − 3s² + 3s⁴ − s⁶,

∫₀¹ s²(1 − s²)³ ds = 1/3 − 3/5 + 3/7 − 1/9 = (105 − 189 + 135 − 35)/315 = 16/315,

so g = 315(1 − s²)³/(64π r_c³). Stopping the same integral at s and multiplying by 315/16, the charge of g within s is Σ_j γ_j s^(2j+3) with γ = (105, −189, 135, −35, 0)/16. With q_c = q(r_c) = 1 − e^(−2x)(1 + 2x + 2x²), the missing charge is Q = q_c − q_ps. The squared norm ⟨φ̃|φ̃⟩ is q_ps + 1 − q_c = 1 − Q, not 1, and it must not be renormalised, since that would spoil φ̃ = φ outside.

Step 6, the identity. Let A = ñ + n̂, let A¹ = ñ¹ + n̂ be its part inside the sphere, and let Δ = n − A. Outside, n = ñ and n̂ = 0, so Δ = 0 there, and therefore also Δ = n¹ − A¹. Its charge is q_c − q_ps − Q = 0. By (1), for r > r_c both terms of v_Δ vanish. Then (A|Δ) = ∫ A v_Δ d³r collects nothing from outside, and inside A = A¹, so (A|Δ) = (A¹|Δ). Expand n = A + Δ and n¹ = A¹ + Δ:

(n|n) = (A|A) + 2(A|Δ) + (Δ|Δ),
(n¹|n¹) = (A¹|A¹) + 2(A¹|Δ) + (Δ|Δ).

Subtracting,

(n|n) = (A|A) + (n¹|n¹) − (A¹|A¹).  (5)

Multiplying by −1 gives the three signs of the problem: in E_x the smooth and all-electron terms are negative and the pseudo one-centre term is positive. The remaining steps compute each term separately.

Step 7, the all-electron one-centre term. The density n¹ has the enclosed charge q inside and q′ = 0 outside, so (2) stops at r_c, and (n¹|n¹) is (4) integrated from 0 to x, which is 5ζ/8 minus the integral from x to ∞. Call the latter ζT(x). For K_m = ∫_x^∞ t^m e^(−at) dt, integration by parts gives K_m = x^m e^(−ax)/a + (m/a)K_(m−1), with K₀ = e^(−ax)/a. For a = 2, K₁ = e^(−2x)(x/2 + 1/4). For a = 4, in units of e^(−4x),

K₁ = x/4 + 1/16,
K₂ = x²/4 + x/8 + 1/32,
K₃ = x³/4 + 3x²/16 + 3x/32 + 3/128,
K₁ + 2K₂ + 2K₃ = x³/2 + 7x²/8 + 11x/16 + 11/64.

Multiplying by 8,

T(x) = (2 + 4x) e^(−2x) − (11/8 + 11x/2 + 7x² + 4x³) e^(−4x),
(n¹|n¹) = ζ [5/8 − T(x)].  (6)

At x = 0, T = 2 − 11/8 = 5/8, as an empty sphere requires. The quantity ζT is the energy of all pairs of volume elements with at least one member outside the sphere.

Step 8, the pseudo one-centre term. The charge of A within s ≤ 1 is q_A = Σ_j α_j s^(2j+3), with

α_j = 4x³ e^(−2x) b_j/(2j+3) + Q γ_j,  Σ_j α_j = q_ps + Q = q_c.

Apply (2) up to r_c and then (3). With r = r_c s, ∫₀^(r_c) q_A²/r² dr = (1/r_c) ∫₀¹ Σ_ij α_i α_j s^(2i+2j+4) ds, so

(A¹|A¹) = (I + q_c²)/r_c,  I = Σ_ij α_i α_j/(2i + 2j + 5).  (7)

The boundary term q_c²/r_c = ∫_(r_c)^∞ q_c²/r² dr is twice the field energy q_c²/(2r_c) outside a sphere of charge q_c, since (f|f) is twice the electrostatic self-energy of f.

Step 9, the smooth term. Split (2) for A at r_c. The inner part is the integral just done. In the outer part q_A′ = q′ because A = n, and q_A = q because both equal q_c at r_c; this is where Q is needed. The outer part is therefore ζT:

(A|A) = (I + q_c²)/r_c + ζT(x).  (8)

Step 10, the sum. From (8), (6) and (7),

E_x = −(I + q_c²)/r_c − ζT − 5ζ/8 + ζT + (I + q_c²)/r_c = −5ζ/8.

The shapes of φ̃ and g enter only through I, which cancels. As x → 0, q_c, q_ps and every α_j are at most of order x³, so (I + q_c²)/r_c vanishes, T → 5/8, and the smooth term carries everything. As x → ∞, T → 0, the smooth and pseudo terms cancel, and the all-electron one-centre term carries everything.

The proof of (5) used three facts, and it breaks down if any one of them is lost. If the partial waves do not span the orbital in the sphere, n − ñ differs from n¹ − ñ¹. If n̂ or a neighbouring sphere reaches across r_c, Δ is not confined to a region where A = A¹. And for pair densities of p, d or f orbitals, which are not spherical, neutrality is not enough: n̂ must cancel every multipole moment of n¹ − ñ¹ before v_Δ vanishes outside.

Numbers

The inputs ζ = 1.6875 bohr⁻¹ (3.1889 Å⁻¹) and r_c = 1.10 bohr (0.5821 Å) are chosen inputs. The exponent 27/16 = 2 − 5/16 minimises the model energy ζ² − 4ζ + 5ζ/8 for nuclear charge 2 (kinetic energy ζ²/2 and attraction −2ζ per electron, plus the repulsion 5ζ/8 of step 3). The digits below belong to this one-exponential model, not to the real atom. Hand sums of rounded values can differ from the printed ones in the last digit. Then x = 1.6875 × 1.10 = 1.856250, e^(−2x) = 0.0244164, e^(−4x) = 0.00059616 and 4x³e^(−2x) = 0.624671. Step 4 gives

a₀ = 1 + (5 × 1.85625 + 1.85625²)/8 = 2.590864,  a₁ = −2.253604,  a₂ = 0.662739,
b = (6.712578, −11.677562, 8.512864, −2.987103, 0.439223),
q_ps = 0.624671 × (6.712578/3 − 11.677562/5 + 8.512864/7 − 2.987103/9 + 0.439223/11) = 0.516082.

With q_c = 1 − 0.0244164 × (1 + 2 × 1.85625 + 2 × 1.85625²) = 0.716676, the missing charge is Q = 0.716676 − 0.516082 = 0.200595 electrons. At the nucleus n = 1.5296 bohr⁻³ is replaced by ñ = 0.2507 plus n̂ = 0.2361 bohr⁻³. Next α₀ = 0.624671 × 6.712578/3 + 0.200595 × 105/16 = 2.714119, and likewise

α = (2.714119, −3.828449, 2.452193, −0.646129, 0.024943),

which add to q_c. The double sum (7) gives I = 0.245896, q_c² = 0.513625, and step 7 gives T = 0.193587. Hence I/r_c = 0.22354 Ha, q_c²/r_c = 0.46693 Ha, ζT = 0.32668 Ha, and

smooth: −(0.22354 + 0.46693 + 0.32668) = −1.01715 Ha = −27.6781 eV,
all-electron one-centre: −(1.05469 − 0.32668) = −0.72801 Ha = −19.8101 eV,
pseudo one-centre: +(0.22354 + 0.46693) = +0.69047 Ha = +18.7887 eV,
sum: −1.01715 − 0.72801 + 0.69047 = −1.05469 Ha = −28.6995 eV = −5ζ/8.

The two one-centre terms nearly cancel, to −0.03754 Ha = −1.0214 eV. Applying (2) and (3) to both terms, the boundary terms q_c²/r_c cancel and the remainder is −∫₀^(r_c) (q² − q_A²)/r² dr. Its negative value therefore says that, with the weight 1/r², q² exceeds q_A² inside the sphere. For r_c = 0.80 bohr (0.4233 Å) the three terms are −1.044689, −0.454773 and +0.444775 Ha; for r_c = 1.50 bohr (0.7938 Å) they are −0.945896, −0.933628 and +0.824837 Ha. The sum is −1.054688 Ha each time, so no single term has a meaning independent of r_c.

The numerical check below verifies the matching coefficients, the norm of g, q and T by symbolic algebra. It evaluates each Coulomb integral by nested radial quadrature of densities built from their definitions and compares with (6) to (8), obtains (n|n) and (A|A) again in reciprocal space, computes the potential of Δ at 1.5 r_c with the full kernel 1/|r − R|, and tests (A|Δ) = (A¹|Δ) and the error of the first variation, for three radii and a second exponent.

Variation 1: leave out the compensation charge

Set n̂ = 0. Now Δ₀ = n¹ − ñ¹ has charge Q, and by (1) its potential outside is Q/r. The subtraction of step 6, with A = ñ, leaves the cross terms:

(n|n) = (ñ|ñ) + (n¹|n¹) − (ñ¹|ñ¹) + 2(ñ − ñ¹|Δ₀).

The density ñ − ñ¹ is n outside the sphere and zero inside, so

(ñ − ñ¹|Δ₀) = ∫_(r_c)^∞ q′ Q/r dr = 4Qζ ∫_x^∞ t e^(−2t) dt = Qζ(1 + 2x) e^(−2x).

The three-term formula omits twice this repulsion from (n|n) and yields E_x = −5ζ/8 + 2Qζ(1 + 2x)e^(−2x). Numerically 2 × 0.200595 × 1.6875 × (1 + 2 × 1.85625) × 0.0244164 = 0.077898 Ha = 2.1197 eV, so E_x comes out as −0.976790 Ha = −26.5798 eV, too shallow. The error is not monotonic in r_c: it is 0.068900, 0.077898 and 0.052724 Ha at 0.80, 1.10 and 1.50 bohr. Q grows with r_c (0.082100, 0.200595, 0.407099), but the outer density that feels its potential shrinks, and the product vanishes in both limits.

Variation 2: the smooth term in plane waves

Averaging e^(−ik·r) over directions gives sin(kr)/(kr), so a spherical f has the transform f(k) = (4π/k) ∫₀^∞ r f sin(kr) dr. For e^(−λr)/r this is (4π/k) · k/(k² + λ²) = 4π/(k² + λ²), and λ → 0 gives 4π/k² for the Coulomb kernel. The potential is a convolution, so its transform is 4πf(k)/k², and Parseval's relation gives

(f|f) = ∫ d³k/(2π)³ (4π/k²) f(k)² = (2/π) ∫₀^∞ f(k)² dk.

Applying −∂/∂λ gives 8πλ/(k² + λ²)² for e^(−λr). With λ = 2ζ and the factor ζ³/π, n(k) = 16ζ⁴/(k² + 4ζ²)² = (1 + k²/4ζ²)^(−2). Put k = 2ζ tanθ, so dk = 2ζ dθ/cos²θ and n² = cos⁸θ. The recursion C_m = C_(m−2)(m − 1)/m for C_m = ∫₀^(π/2) cos^m θ dθ, from integration by parts, gives C₆ = (π/2)(1/2)(3/4)(5/6) = 5π/32, and (n|n) = (2/π)(2ζ)(5π/32) = 5ζ/8 once more.

For the decay at large k, integrate F sin(kr), F = rf, by parts repeatedly. The boundary terms are −F cos(kr)/k, F′ sin(kr)/k², F″ cos(kr)/k³, −F‴ sin(kr)/k⁴. For n the cusp makes F″(0) = 2n′(0) nonzero, which gives n(k) ∝ k⁻⁴. For A, F is an odd polynomial near the origin, so F and F″ vanish there, as does the sine. At r_c, A and its first two derivatives are continuous, and the first surviving term is the jump of F‴, giving A(k) ∝ sin(kr_c)/k⁵ at large k, an oscillation with envelope k⁻⁵. Truncating the integral at k = 8 bohr⁻¹ (k²/2 = 32 Ha = 870.8 eV) loses 4.382 × 10⁻⁴ Ha = 1.192 × 10⁻² eV from (n|n) but only 5.753 × 10⁻⁶ Ha = 1.566 × 10⁻⁴ eV from (A|A). A shape g ∝ (1 − s²) would satisfy (5) equally well, but its kink at r_c makes F′ jump and A(k) fall only as k⁻³, asymptotically more slowly than the cusped density it replaces. The prefactor is small, however: with g = 15(1 − s²)/(8π r_c³) the jump of F′ is 15Q/(4π r_c³), so the envelope is 15Q/(r_c k)³ ≈ 2.26/k³, which exceeds the tail 16ζ⁴/k⁴ ≈ 130/k⁴ of n(k) only beyond k ≈ 57 bohr⁻¹.

Numbers as computed

```
1 Ha = 27.211386 eV; 1 bohr = 0.529177 angstrom
zeta = 1.6875 1/bohr = 3.1889 1/angstrom
rc = 1.10 bohr = 0.5821 angstrom
x = 1.856250; exp(-2x) = 0.0244164; exp(-4x) = 0.00059616
4 x^3 exp(-2x) = 0.624671 (dimensionless)
a0..a2 = 2.590864 -2.253604 0.662739 (dimensionless)
b0..b4 = 6.712578 -11.677562 8.512864 -2.987103 0.439223 (dimensionless)
q_c = 0.716676 e; q_ps = 0.516082 e; Q = 0.200595 e
alpha0..4 = 2.714119 -3.828449 2.452193 -0.646129 0.024943 e
I = 0.245896; q_c^2 = 0.513625; T(x) = 0.193587 (dimensionless)
n(0) = 1.5296; pseudo n(0) = 0.2507; nhat(0) = 0.2361 1/bohr^3
I/rc = 0.223541 Ha = 6.0829 eV
q_c^2/rc = 0.466932 Ha = 12.7059 eV
zeta*T = 0.326678 Ha = 8.8894 eV
smooth term -(A|A) = -1.017151 Ha = -27.6781 eV
AE one-centre -(n1|n1) = -0.728009 Ha = -19.8101 eV
pseudo one-centre +(A1|A1) = 0.690473 Ha = 18.7887 eV
net one-centre correction = -0.037536 Ha = -1.0214 eV
E_x sum of three terms = -1.054688 Ha = -28.6995 eV
-5 zeta/8 = -1.054688 Ha = -28.6995 eV
-(n|n) by quadrature = -1.054688 Ha = -28.6995 eV
E_x without compensation = -0.976790 Ha = -26.5798 eV
error without compensation = 0.077898 Ha = 2.1197 eV
beyond k = 8 1/bohr (k^2/2 = 32 Ha = 870.8 eV):
  (n|n) missed = 4.382e-04 Ha = 1.192e-02 eV
  (A|A) missed = 5.753e-06 Ha = 1.566e-04 eV
rc = 0.80 bohr = 0.4233 angstrom: Q = 0.082100 e
  smooth -1.044689, AE -0.454773, PS +0.444775 Ha
  sum -1.054688 Ha; no-comp error 0.068900 Ha
rc = 1.50 bohr = 0.7938 angstrom: Q = 0.407099 e
  smooth -0.945896, AE -0.933628, PS +0.824837 Ha
  sum -1.054688 Ha; no-comp error 0.052724 Ha
```
